\section*{Orbital rotations and the Kanamori relation $U'=U-2J$, part 2}

The question is when the interaction of electrons in $M$ real orthonormal orbitals $\phi_m$ on one site is invariant under rotations of the orbitals. Formulas are in atomic units, numbers in eV. With $|ij\rangle=c^\dagger_{i\uparrow}c^\dagger_{j\downarrow}|0\rangle$ and $V_{ijkl}=\langle ij|H|kl\rangle$, the Kanamori Hamiltonian is $H=\sum_{ijkl}V_{ijkl}c^\dagger_{i\uparrow}c^\dagger_{j\downarrow}c_{l\downarrow}c_{k\uparrow}+U''\sum_{m<m',\sigma}n_{m\sigma}n_{m'\sigma}$, where
\begin{equation}
V_{ijkl}=U'\,\delta_{ik}\delta_{jl}+J_X\,\delta_{il}\delta_{jk}+J_P\,\delta_{ij}\delta_{kl}+\Delta\,\delta_{ijkl},
\qquad \Delta\equiv U-U'-J_X-J_P ,
\label{eq:form}
\end{equation}
and $\delta_{ijkl}$ is 1 when all indices agree, otherwise 0. $J_X$ is exchange and $J_P$ pair hopping. On pair states,
\begin{equation}
V=U'\,\mathbb 1+J_XP+J_P|\sigma\rangle\langle\sigma|+\Delta\sum_m|mm\rangle\langle mm| ,
\label{eq:dec}
\end{equation}
with $P|ij\rangle=|ji\rangle$ and $|\sigma\rangle=\sum_m|mm\rangle$. Symmetric states are singlets, antisymmetric ones triplets.

Real rotations, SO($M$), have generators $A_{ab}=\sum_\sigma(c^\dagger_{a\sigma}c_{b\sigma}-c^\dagger_{b\sigma}c_{a\sigma})$. They change only the term $\Delta D$, $D=\sum_mn_{m\uparrow}n_{m\downarrow}$, so invariance means $\Delta=0$. SU($M$) also needs $J_P=0$. Spin invariance means
\begin{equation}
U''=U'-J_X .
\label{eq:spin}
\end{equation}

A real, symmetric, spin-independent $v(\mathbf r,\mathbf r')$ that multiplies the wave function gives
\begin{equation}
H=\tfrac12\sum_{ijkl}\sum_{\sigma\sigma'}V_{ijkl}\,c^\dagger_{i\sigma}c^\dagger_{j\sigma'}c_{l\sigma'}c_{k\sigma},\qquad
V_{ijkl}=\iint\phi_i^*(\mathbf r)\phi_j^*(\mathbf r')\,v\,\phi_k(\mathbf r)\phi_l(\mathbf r').
\label{eq:coul}
\end{equation}
Then $V_{ijkl}=V_{jilk}$, and for real orbitals with $\Delta=0$
\begin{equation}
J_X=J_P=J,\qquad U'=U-2J,\qquad U''=U-3J .
\label{eq:final}
\end{equation}
In the complex orbitals $\phi_\pm=\mp(\phi_1\pm i\phi_2)/\sqrt2$ this becomes
\begin{equation}
\langle{+}{+}|V|{+}{+}\rangle=U'+J=U-J,\qquad
\langle{+}{-}|V|{-}{+}\rangle=J+J=2J,\qquad
\langle{+}{+}|V|{-}{-}\rangle=0 .
\label{eq:cplx}
\end{equation}

For two orbitals, $|a\rangle,|b\rangle=(|11\rangle\pm|22\rangle)/\sqrt2$ have energies $E_a,E_b=U\pm J_P$, and $|e\rangle,|t\rangle=(|12\rangle\pm|21\rangle)/\sqrt2$ have $E_e,E_t=U'\pm J_X$. Primes denote the rotated basis $\phi'_1=\cos\theta\,\phi_1+\sin\theta\,\phi_2$, $\phi'_2=-\sin\theta\,\phi_1+\cos\theta\,\phi_2$, and $H'$ is $H$ written in rotated orbitals. Then $|b'\rangle=\cos2\theta\,|b\rangle+\sin2\theta\,|e\rangle$, $\langle b'|V|b'\rangle=E_b-\Delta\sin^22\theta$, and
\begin{align}
U(\theta)&=\tfrac12\big(E_a+\langle b'|V|b'\rangle\big)=U-\tfrac12\Delta\sin^22\theta,\nonumber\\
J_P(\theta)&=\tfrac12\big(E_a-\langle b'|V|b'\rangle\big)=J_P+\tfrac12\Delta\sin^22\theta,\nonumber\\
U'(\theta)&=\tfrac12\big(\langle e'|V|e'\rangle+E_t\big)=U'+\tfrac12\Delta\sin^22\theta,\nonumber\\
J_X(\theta)&=\tfrac12\big(\langle e'|V|e'\rangle-E_t\big)=J_X+\tfrac12\Delta\sin^22\theta,\nonumber\\
\langle1'1'|V|1'2'\rangle&=\tfrac12\langle b'|V|e'\rangle=-\tfrac14\Delta\sin4\theta .
\label{eq:theta}
\end{align}
The first line also holds for a turn of two orbitals within a larger set.

\section{Three orbitals: $H$ in terms of $N$, $S^2$ and $L^2$}

For $M=3$ the operators $-iA_{ab}$ are the components of an orbital angular momentum, and $L^2=-\sum_{a<b}A_{ab}^2$. On one electron $A_{ab}$ is the matrix $(A_{ab})_{ik}=\delta_{ia}\delta_{kb}-\delta_{ib}\delta_{ka}$, and $-A_{ab}^2$ projects on orbitals $a$ and $b$. Each orbital lies in two of the three pairs, so $L^2=2$, that is $l=1$. On two electrons $A_{ab}$ acts on each in turn, and the cross term needs
\begin{equation}
\sum_{a<b}(A_{ab})_{ik}(A_{ab})_{jl}=\sum_{a\ne b}\big(\delta_{ia}\delta_{kb}\delta_{ja}\delta_{lb}-\delta_{ia}\delta_{kb}\delta_{jb}\delta_{la}\big)=\delta_{ij}\delta_{kl}-\delta_{il}\delta_{jk}.
\end{equation}
The four products per pair $a<b$ combine into two per ordered pair, and the terms $a=b$ may be added because they cancel. Therefore $L^2=2+2-2(|\sigma\rangle\langle\sigma|-P)$. This gives 2 on antisymmetric states, 6 on symmetric traceless states and $4-6+2=0$ on $|\sigma\rangle$, so $L=1,2,0$. The spin is $S^2=1-P$, which is 2 on triplets and 0 on singlets. Solving, $P=1-S^2$ and $|\sigma\rangle\langle\sigma|=2+P-\tfrac12L^2=3-S^2-\tfrac12L^2$. With $\Delta=0$, \eqref{eq:dec} becomes
\begin{equation}
V=U'+J_X+3J_P-(J_X+J_P)S^2-\tfrac12J_PL^2 .
\label{eq:two}
\end{equation}
For equal spins $S^2=L^2=2$, and \eqref{eq:two} gives $U'-J_X=U''$, so it holds on all two-electron states when \eqref{eq:spin} holds.

To extend this to any $N$, try $H=\alpha N(N-1)/2-\beta S^2-\gamma L^2+\delta N$. Both sides contain at most two-body terms. In normal order the one-body coefficients are fixed by $N=1$ and then the two-body coefficients by $N=2$, so agreement for $N=0,1,2$ is agreement everywhere. From \eqref{eq:two}, $\beta=J_X+J_P$, $\gamma=J_P/2$ and $\alpha+2\delta=U'+J_X+3J_P$. One electron has no interaction energy, so $\delta=\tfrac34\beta+2\gamma=(3J_X+7J_P)/4$, and $\alpha=U'+J_X+3J_P-(3J_X+7J_P)/2=U'-(J_X+J_P)/2$. Hence
\begin{equation}
H=\Big(U'-\frac{J_X+J_P}2\Big)\frac{N(N-1)}2-(J_X+J_P)S^2-\frac{J_P}2L^2+\frac{3J_X+7J_P}4N ,
\label{eq:cas}
\end{equation}
which is tested as a $64\times64$ matrix identity for random, unequal $J_X$ and $J_P$. At $J_P=0$ the $L^2$ term drops out, consistent with the larger SU(3) symmetry. Under \eqref{eq:final},
\begin{equation}
H=(U-3J)\frac{N(N-1)}2-2JS^2-\frac J2L^2+\frac52JN .
\label{eq:casJ}
\end{equation}
For $J>0$ and fixed $N$ both terms favour large $S$ and large $L$, and the term energies below put the largest spin lowest, in the order of Hund's rules.

For $N=2$ the constant part of \eqref{eq:casJ} is $U-3J+5J=U+2J$. The term $^3P$ (9 states) lies at $U+2J-4J-J=U-3J$, $^1D$ (5 states) at $U+2J-3J=U-J$, and $^1S$ at $U+2J$. In the general case \eqref{eq:two} gives $E(^1D)-E(^3P)=2J_X$ and $E(^1S)-E(^1D)=3J_P$: the two gaps measure the two constants separately, and their ratio is $3/2$ only when the constants are equal.

For $N=3$, the single state with $S_z=\tfrac32$ has $L_z=0$ and belongs to $^4S$. The nine states with $S_z=\tfrac12$ combine two up electrons with total $L_z\in\{1,0,-1\}$ and a down electron with $L_z\in\{1,0,-1\}$, which gives $L=2,1,0$ once each. The $L=0$ state belongs to $^4S$, so the rest are $^2D$ and $^2P$, and $4+10+6=20$. The constant part is $3U-9J+\tfrac{15}2J$. Subtracting $2J\cdot\tfrac{15}4$ gives $E(^4S)=3U-9J$. Subtracting $\tfrac32J+3J$ gives $E(^2D)=3U-6J$, and subtracting $\tfrac32J+J$ gives $E(^2P)=3U-4J$.

\section{A shell with exact invariance: nitrogen 2p}

For an atomic p shell, $\phi_a=R(r)\sqrt{3/4\pi}\,n_a$ with $\mathbf n=\mathbf r/r$, orbital rotations are rotations of space and the Coulomb interaction is invariant, so \eqref{eq:final} must hold exactly. The constants follow from $1/|\mathbf r-\mathbf r'|=\sum_k(r_<^k/r_>^{k+1})P_k(\mathbf n\cdot\mathbf n')$ and the Slater integrals $F^k=\iint R^2(r)R^2(r')\,(r_<^k/r_>^{k+1})\,r^2r'^2\,dr\,dr'$. By the addition theorem $P_k=\frac{4\pi}{2k+1}\sum_qY_{kq}(\mathbf n)Y^*_{kq}(\mathbf n')$, so for angular functions $f$ and $g$ with degree-$k$ harmonic parts $f_k$ and $g_k$,
\begin{equation}
\iint f(\mathbf n)P_k\,g(\mathbf n')\,d\Omega\,d\Omega'=\frac{(4\pi)^2}{2k+1}\langle f_kg_k\rangle,
\label{eq:proj}
\end{equation}
where $\langle\cdot\rangle$ is the average over the sphere. The averages of monomials in the components $x,y,z$ of $\mathbf n$ are
\begin{equation}
\langle x^{2a}y^{2b}z^{2c}\rangle=\frac{(2a-1)!!\,(2b-1)!!\,(2c-1)!!}{(2n+1)!!},\qquad n=a+b+c .
\label{eq:avg}
\end{equation}
This follows by averaging the monomial in $\mathbf r$ over a unit three-dimensional Gaussian in two ways: in Cartesian form it is the numerator, and in polar form it is the sphere average times $\overline{r^{2n}}=3\cdot5\cdots(2n+1)$.

In $V_{ijkl}$ the angular functions are $f=\frac3{4\pi}n_in_k$ and $g=\frac3{4\pi}n_jn_l$. Split $n_in_k=\tfrac13\delta_{ik}+Q_{ik}$, with $Q$ traceless and of degree 2. The degree-0 parts give $9\cdot\tfrac19\delta_{ik}\delta_{jl}F^0$. For degree 2, \eqref{eq:avg} gives $\langle x^4\rangle=\tfrac3{15}$ and $\langle x^2y^2\rangle=\tfrac1{15}$, that is $\langle n_in_kn_jn_l\rangle=\tfrac1{15}(\delta_{ik}\delta_{jl}+\delta_{il}\delta_{jk}+\delta_{ij}\delta_{kl})$, and $\langle Q_{ik}Q_{jl}\rangle$ is this minus $\tfrac19\delta_{ik}\delta_{jl}$. The prefactor is $9/5$, with $\tfrac95\big(\tfrac1{15}-\tfrac19\big)=-\tfrac2{25}$ and $\tfrac95\cdot\tfrac1{15}=\tfrac3{25}$:
\begin{equation}
V_{ijkl}=\big(F^0-\tfrac2{25}F^2\big)\delta_{ik}\delta_{jl}+\tfrac3{25}F^2\big(\delta_{il}\delta_{jk}+\delta_{ij}\delta_{kl}\big).
\end{equation}
No $\delta_{ijkl}$ term appears. Thus $U'=F^0-\tfrac2{25}F^2$, $J=\tfrac3{25}F^2$ and $U=U'+2J=F^0+\tfrac4{25}F^2$.

The numerical case is the nitrogen atom in its $^4S$ state at the ROHF/cc-pVTZ level, with total energy $-1480.228$ eV. The half-filled shell has a spherical density, so the three singly occupied orbitals share one radial function. They are used in whatever orientation the solver returns, frozen, with the bare Coulomb interaction. The table $V_{ijkl}$ comes from analytic integrals. Independently, $R^2=\frac{4\pi}3\sum_a\phi_a^2$ is put on a radial grid, and quadrature gives $F^0=17.876$ eV and $F^2=8.0505$ eV. Then
\begin{align*}
U&=17.876+\tfrac4{25}(8.0505)=17.876+1.288=19.164\ \text{eV}=0.7043\ \text{Ha},\\
U'&=17.876-\tfrac2{25}(8.0505)=17.876-0.644=17.232\ \text{eV}=0.6333\ \text{Ha},\\
J&=\tfrac3{25}(8.0505)=0.966\ \text{eV}=0.0355\ \text{Ha},
\end{align*}
and $U-2J=19.164-1.932=17.232$ eV. The analytic integrals are tested against these values to $2\times10^{-4}$ eV, and all 81 elements are tested to have the form \eqref{eq:form} with $\Delta=0$ to $10^{-5}$ eV. The third decimal serves to check identities and is not a physical accuracy. The values are also not converged in the basis: near the basis-set limit $U$, $U'$, $F^0$ and $F^2$ are lower by 0.01 to 0.02 eV, $J$ by about 0.001 eV, the three-electron excitations below by about 0.004 and 0.007 eV, and the total energy by about 0.1 eV. The identities hold in any basis. That $J_X=J_P$ here is built into real integrals and so is no independent evidence. The same integrals transformed to the complex basis check the algebra of \eqref{eq:cplx} and show exchange and pair hopping unequal there: the computed elements are 18.198 eV, 1.932 eV and zero, against $U-J=19.164-0.966=18.198$ eV, $2J=1.932$ eV and 0 from \eqref{eq:cplx}.

Exact diagonalization of \eqref{eq:coul} with the full computed table tests the term energies. For two electrons in these orbitals it gives 16.27, 18.20 and 21.10 eV with degeneracies 9, 5, 1, against $U-3J=19.164-2.898=16.27$, $U-J=18.20$ and $U+2J=19.164+1.932=21.10$ eV. The gap ratio is $(4.830-1.932)/1.932=1.50$. For three electrons the levels are 48.80, 51.70 and 53.63 eV, with $3(U-3J)=3(16.266)=48.80$ eV and excitations $3J=2.90$ eV and $5J=4.83$ eV. The measured excitations of the atom are roughly 2.4 and 3.6 eV, lower than these and not in the ratio $3:5$. The model leaves out orbital relaxation and mixing with configurations outside the 2p shell, and their effect is not computed here.

\section{d orbitals in a cubic field}

In a crystal only a finite point group acts, and whether $\Delta=0$ depends on how it acts on the chosen orbitals. Throughout, the orbitals are real and $v$ has cubic symmetry.

\subsection{The $e_g$ pair}

Take $u=(2z^2-x^2-y^2)/\sqrt3$ and $w=x^2-y^2$. On the sphere $u=(3z^2-1)/\sqrt3$, and \eqref{eq:avg} gives $\langle u^2\rangle=\tfrac13\big(\tfrac95-2+1\big)=\tfrac4{15}$ and $\langle w^2\rangle=\tfrac6{15}-\tfrac2{15}=\tfrac4{15}$, so they are equally normalized. The mirror $x\leftrightarrow y$ keeps $u$ and reverses $w$, which removes all elements with an odd number of $w$. With $V_{ijkl}=V_{jilk}$ and $V$ real symmetric, what remains is \eqref{eq:form} plus a possible difference of the two diagonal energies, $U\pm\epsilon$, which adds $\epsilon(|a\rangle\langle b|+|b\rangle\langle a|)$. The threefold axis $(x,y,z)\to(y,z,x)$ gives, by matching the coefficients of $x^2,y^2,z^2$,
\begin{equation}
u\to\frac{2x^2-y^2-z^2}{\sqrt3}=-\tfrac12u+\tfrac{\sqrt3}2w,\qquad
w\to y^2-z^2=-\tfrac{\sqrt3}2u-\tfrac12w ,
\end{equation}
a plane rotation by $\theta=120^\circ$, which the program tests numerically. Invariance under this one operation requires $\langle a|V|b'\rangle=\epsilon\cos240^\circ=-\epsilon/2$ to equal $\epsilon$, so $\epsilon=0$, and $\langle b'|V|b'\rangle=E_b-\Delta\sin^2240^\circ=E_b-\tfrac34\Delta$ to equal $E_b$, so $\Delta=0$. Cubic symmetry alone enforces $U'=U-J_X-J_P$ for any $e_g$ pair, whatever its radial shape or ligand content. With real orbitals and an interaction that acts by multiplication, $J_X=J_P=J$ and this reads $U'=U-2J$.

\subsection{The $t_{2g}$ triple}

The mirror $x\to-x$ acts on $(xy,yz,zx)$ as $(-,+,-)$, and the other two mirrors act cyclically. If the three orbitals occur $\nu_1,\nu_2,\nu_3$ times among the four indices, all pairwise sums of the $\nu$ must be even, so the three have the same parity. Three odd numbers cannot add up to 4, so all are even. The threefold axis and the mirror $x\leftrightarrow y$ generate all permutations of the orbitals. The table therefore has the form \eqref{eq:form}. Every cubic operation, however, is a signed permutation of $x,y,z$ and hence of these orbitals, and such operations leave $D$ unchanged. Cubic symmetry does not constrain $\Delta$ for $t_{2g}$.

If the orbitals are a common radial function times the d harmonics and $v$ is spherical, a further operation is available. A turn by $45^\circ$ about $z$ carries $xz$ into $(x+y)z/\sqrt2$, so the repulsion in the orbital $(\phi_{xz}+\phi_{yz})/\sqrt2$ equals $U$. By the first line of \eqref{eq:theta} it equals $U-\Delta/2$, so $\Delta=0$. The resulting SO(3) acts on the labels of the three orbitals and is not the group of spatial rotations, which mixes $t_{2g}$ with $e_g$.

The constants in this spherical limit come from \eqref{eq:proj} and \eqref{eq:avg}. The normalized angular factors are $\sqrt{15/4\pi}\,xy$, $\sqrt{15/16\pi}\,(x^2-y^2)$ and $\sqrt{5/16\pi}\,(3z^2-1)$. In each case $f=g$ is a quartic, its degree-2 part is found by projection on the one harmonic allowed by the mirrors, and the degree-4 norm is the remainder. The needed averages are $\langle x^2y^2z^2\rangle=\tfrac1{105}$, $\langle x^2y^4z^2\rangle=\tfrac3{945}$, $\langle x^4y^4\rangle=\tfrac9{945}$ and $\langle x^6y^2\rangle=\tfrac{15}{945}$.

For $J(xy,yz)$, $f\propto xy^2z$. Its projection on $xz$ has coefficient $\tfrac{1/105}{1/15}=\tfrac17$ and norm $\tfrac1{49}\cdot\tfrac1{15}=\tfrac1{735}$. The total norm is $\tfrac1{315}$ and the remainder is $\tfrac4{2205}$. The prefactor is $15^2=225$:
\begin{equation}
J(xy,yz)=\tfrac{225}{5\cdot735}F^2+\tfrac{225\cdot4}{9\cdot2205}F^4=\tfrac3{49}F^2+\tfrac{20}{441}F^4 .
\end{equation}
For $U$, $f\propto x^2y^2$. The degree-0 part is $\tfrac1{15}$, of norm $\tfrac1{225}$. The projection on $3z^2-1$, whose norm is $\tfrac45$, uses $\langle x^2y^2(3z^2-1)\rangle=\tfrac3{105}-\tfrac1{15}=-\tfrac4{105}$ and has norm $\big(\tfrac4{105}\big)^2\tfrac54=\tfrac4{2205}$. The remainder is $\tfrac1{105}-\tfrac1{225}-\tfrac4{2205}=\tfrac{105-49-20}{11025}=\tfrac{36}{11025}$:
\begin{equation}
U=F^0+\tfrac{225\cdot4}{5\cdot2205}F^2+\tfrac{225\cdot36}{9\cdot11025}F^4=F^0+\tfrac4{49}F^2+\tfrac{36}{441}F^4 .
\end{equation}
For $J(xy,z^2)$, $f\propto xy(3z^2-1)$. The projection on $xy$ has norm $\big(\tfrac4{105}\big)^2\cdot15=\tfrac{16}{735}$. The total is $\tfrac{27}{945}-\tfrac6{105}+\tfrac1{15}=\tfrac{28}{735}$, the remainder is $\tfrac{12}{735}$, and the prefactor is $(4\pi)^2\frac{15}{4\pi}\frac5{16\pi}=\tfrac{75}4$. For $J(xy,x^2-y^2)$, $f\propto xy(x^2-y^2)$ varies as $\sin4\varphi$ and is pure degree 4, with norm $\tfrac{30-18}{945}=\tfrac{12}{945}$ and prefactor $\tfrac{225}4$. These give
\begin{equation}
J(xy,z^2)=\tfrac4{49}F^2+\tfrac{15}{441}F^4,\qquad J(xy,x^2-y^2)=\tfrac{35}{441}F^4 .
\end{equation}
The three exchange constants coincide only if $F^4=\tfrac95F^2$. For the Coulomb interaction $r_<^k/r_>^{k+1}$ decreases with $k$, so $F^4<F^2$, the exchange depends on the pair, and the full d shell is not of Kanamori form. It is invariant under spatial rotations acting through the five-dimensional $l=2$ representation, a small subgroup of SO(5). A five-orbital Kanamori model with $U'=U-2J$ has the full SO(5) symmetry, which the Coulomb interaction in a d shell lacks.

\subsection{A model octahedron}

The model has Gaussian d functions with exponent 3 \AA$^{-2}$ at the origin and Gaussian p shells with exponent 2 \AA$^{-2}$ at six points 2 \AA{} away along the axes. For each $d_m$ a ligand combination $L_m\propto\sum_\lambda S_{\lambda m}\,p_\lambda$ is built from the overlaps $S_{\lambda m}=\langle p_\lambda|d_m\rangle$ and normalized. A cubic operation maps the ligand functions onto each other by a signed permutation and preserves overlaps, so $L_m$ transforms as $d_m$. The orbitals are $d_m-\eta L_m$, normalized, and their orthonormality is tested. The interaction is the bare Coulomb one.

For $\eta=0$ quadrature gives $F^0=17.7065$, $F^2=10.6708$ and $F^4=7.3875$ eV, so
\begin{align*}
U&=17.7065+0.8711+0.6031=19.181\ \text{eV},\\
J(xy,yz)&=0.6533+0.3350=0.988\ \text{eV},\\
J(xy,z^2)&=0.8711+0.2513=1.122\ \text{eV},\qquad J(xy,x^2-y^2)=0.586\ \text{eV},
\end{align*}
and the analytic integrals are tested against all four. In this spherical limit a $45^\circ$ turn about $z$ carries $xy$ into $x^2-y^2$ up to sign and leaves $3z^2-1$ fixed, so the $e_g$ pair has the same $U$ and the exchange $J(x^2-y^2,z^2)=J(xy,z^2)$. Each subshell satisfies the relation with its own constants: $19.181-2(0.988)=17.20$ eV for $t_{2g}$ and $19.181-2(1.122)=16.94$ eV for $e_g$. In both cases $|\Delta|$ is tested to be below $10^{-8}$ eV, and the minus sign printed on one of the zeros is rounding noise. The five-orbital table is tested to depart from the Kanamori form by more than 0.1 eV.

For $\eta=0.5$ both subshells keep the form \eqref{eq:form}, tested to $10^{-8}$ eV. The $e_g$ pair has $U=15.578$, $U'=13.895$, $J=0.842$ eV and $\Delta=0$ to the same tolerance, as the threefold axis demands. The $t_{2g}$ triple has
\[
\Delta=15.0300-13.6087-2(0.6664)=0.0885\ \text{eV},
\]
about 0.6\% of $U$ and 13\% of $J$ in this model. The $45^\circ$ turn about $z$ moves four ligands off their sites, so the argument for $\Delta=0$ no longer applies. Symmetry gives neither the sign nor the size of $\Delta$, and the value above is a result for this one model. Its effect on the two-electron spectrum follows from \eqref{eq:dec}. The triplet stays at $U'-J$. The five $^1D$ states split into two traceless combinations of the $|mm\rangle$ at $U-J=14.364$ eV and three states $|mm'\rangle+|m'm\rangle$ at $U'+J=14.275$ eV, a splitting equal to $\Delta$. Setting $U'=U-2J$ at fixed $U$ and $J$ for such orbitals is an approximation that closes this gap: it raises the triplet and the three states by $\Delta$ and leaves the two states at $U-J$ and the state $|\sigma\rangle$ at $U+2J$ in place. The gap $2J$ from the triplet to the three states is unchanged. The gap to the two states changes from $2J+\Delta$ to $2J$, about 6\% of the true gap here, and the gap to $|\sigma\rangle$ from $5J+\Delta$ to $5J$, about 3\%. The error in the spacings is thus measured against $J$, not against $U$.

\section*{Calculated quantities}
\begin{verbatim}
M=2: free parameters of 5 under spin, SO(M), both, spin+SU(M): [4, 4, 3, 2]
M=3: free parameters of 5 under spin, SO(M), both, spin+SU(M): [4, 4, 3, 2]
M=4: free parameters of 5 under spin, SO(M), both, spin+SU(M): [4, 4, 3, 2]
M=3 U=4 U'=3.0 JX=JP=0.7: Delta=-0.400 eV, max|H'-H|=0.2501 eV
M=3 U=4 U'=2.6 JX=JP=0.7: Delta=0.000 eV, max|H'-H|=0.0000 eV
M=3 U=4 U'=3.3 JX=0.7 JP=0: Delta=0.000 eV, max|H'-H|=0.0000 eV
M=2 U=4 U'=3 J=0.7 eV, theta=30 deg, Delta=-0.400 eV:
  U,U',JX,JP,<11|V|12> = 4.1500, 2.8500, 0.5500, 0.5500, 0.0866 eV
  U-JP=3.300 eV, U'+JX=3.700 eV
M=2 U=4 U'=2.6 J=0.7 eV, theta=30 deg, Delta=0.000 eV:
  U,U',JX,JP,<11|V|12> = 4.0000, 2.6000, 0.7000, 0.7000, 0.0000 eV
  U-JP=3.300 eV, U'+JX=3.300 eV
N ROHF/cc-pVTZ: E=-1480.228 eV, F0=17.8764 eV, F2=8.0505 eV
N 2p: U=19.1644 U'=17.2323 JX=0.9661 JP=0.9661 U-2J=17.2323 eV
N 2p main results: U=0.70428 Ha, U'=0.63328 Ha, J=0.03550 Ha
  p^2 3P x9: E=16.2663 eV, above lowest 0.0000 eV
  p^2 1D x5: E=18.1984 eV, above lowest 1.9321 eV
  p^2 1S x1: E=21.0966 eV, above lowest 4.8303 eV
  p^3 4S x4: E=48.7988 eV, above lowest 0.0000 eV
  p^3 2D x10: E=51.6970 eV, above lowest 2.8982 eV
  p^3 2P x6: E=53.6291 eV, above lowest 4.8303 eV
N p+1,p-1: U=18.1984 JX=1.9321 |JP|=0.0000 eV
threefold axis on e_g: rotation by 120.0 deg
octahedron: d exponent 3.0 1/A^2, p exponent 2.0 1/A^2, distance 2.0 A
eta=0.0 t2g: U=19.1807 U'=17.2040 J=0.9883 Delta=0.0000 eV
eta=0.0 eg: U=19.1807 U'=16.9359 J=1.1224 Delta=-0.0000 eV
eta=0.5 t2g: U=15.0300 U'=13.6087 J=0.6664 Delta=0.0885 eV
eta=0.5 eg: U=15.5779 U'=13.8946 J=0.8416 Delta=0.0000 eV
spherical d: F0=17.7065 F2=10.6708 F4=7.3875 eV
J(xy,yz)=0.9883 J(xy,z2)=1.1224 J(xy,x2-y2)=0.5863 eV
\end{verbatim}
